# Detailed balance of Miller-Abrahams hopping rates and a 3kT step

## Problem

In a disordered solid a charge carrier sits on localized sites and moves by hops assisted by thermal vibrations. Site $i$ has energy $E_i$, and two sites lie a distance $r_{ij}=r_{ji}$ apart. The Miller-Abrahams rate, the probability per unit time that a carrier on $i$ hops to an empty site $j$, is

$$
w_{ij}=\nu_0\,e^{-2\gamma r_{ij}}\,\min\!\left[1,\;e^{-(E_j-E_i)/k_BT}\right].
$$

Here $\nu_0$ is an attempt rate and $T$ the temperature of the vibrations. The wave function amplitude on a site decays as $e^{-\gamma r}$, and its square supplies the factor 2 in the exponent. Powers of $\gamma r$ that multiply the exponential in an actual transfer integral are absorbed into the constant $\nu_0$. All sites have the same degeneracy, and the carriers are so dilute that they do not meet.

(a) Show that these rates satisfy detailed balance, and that thermal equilibrium is the stationary state of a connected network of sites.

(b) Site 2 lies $3k_BT$ above site 1. Calculate the forward rate $w_f=w_{12}$ and the backward rate $w_b=w_{21}$ for $T=300$ K, $\nu_0=10^{12}\ \mathrm{s^{-1}}$, $\gamma=5\ \mathrm{nm^{-1}}$ and $r=1$ nm.

(c) A carrier is placed on site 1 and can reach only site 2. Find how the population of site 2 develops.

(d) Decide which parts of the answer to (b) survive a more detailed account of the vibrations.

## Hints

1. Detailed balance is a statement about each pair of sites: in equilibrium, hops from $i$ to $j$ are as frequent as hops from $j$ to $i$. Write down the equilibrium probability of finding the carrier on $i$ and multiply it by the rate.
2. A positive number can be taken inside a minimum: $c\min(a,b)=\min(ca,cb)$ for $c>0$.
3. In (b), ask which of the two hops needs energy from the vibrations. The other has no thermal factor.
4. In (c), the two populations add up to one, so one differential equation is enough.
5. In (d), a vibration mode holding on average $n$ quanta gives up a quantum at a rate proportional to $n$ and accepts one at a rate proportional to $n+1$.

## Solution

### (a) Detailed balance

For a single carrier in equilibrium, the probability of finding it on site $i$ is

$$
p_i^{\rm eq}=\frac{e^{-E_i/k_BT}}{Z},\qquad Z=\sum_l e^{-E_l/k_BT}.
$$

The mean number of hops per unit time from $i$ to $j$ is $p_i^{\rm eq}w_{ij}$. Taking the Boltzmann factor inside the minimum gives

$$
p_i^{\rm eq}w_{ij}
=\frac{\nu_0e^{-2\gamma r_{ij}}}{Z}\,
\min\!\left[e^{-E_i/k_BT},\;e^{-E_i/k_BT}e^{-(E_j-E_i)/k_BT}\right]
=\frac{\nu_0e^{-2\gamma r_{ij}}}{Z}\,
\min\!\left[e^{-E_i/k_BT},\;e^{-E_j/k_BT}\right].
$$

The last expression does not change when $i$ and $j$ are exchanged, because $r_{ij}=r_{ji}$. Therefore

$$
p_i^{\rm eq}w_{ij}=p_j^{\rm eq}w_{ji},
\qquad\text{or}\qquad
\frac{w_{ij}}{w_{ji}}=\frac{p_j^{\rm eq}}{p_i^{\rm eq}}=e^{-(E_j-E_i)/k_BT}.
$$

This is detailed balance. The smaller of the two Boltzmann factors belongs to the higher site, so the exchange between two sites is governed by the higher energy: the lower site is often occupied but seldom left, and the higher site is seldom occupied but quickly left.

The proof used a prefactor that is equal in both directions. If the prefactors were $A_{ij}\neq A_{ji}$, the ratio of the rates would acquire the factor $A_{ij}/A_{ji}$, and detailed balance with these $p_i^{\rm eq}$ would fail. Unequal degeneracies $g_i$ do call for such a factor: then $p_i^{\rm eq}\propto g_ie^{-E_i/k_BT}$, and the rates must have the ratio $(g_j/g_i)\,e^{-(E_j-E_i)/k_BT}$.

For a whole network the populations obey the master equation

$$
\frac{dp_i}{dt}=\sum_{j\ne i}\left(p_jw_{ji}-p_iw_{ij}\right).
$$

With $p_i=p_i^{\rm eq}$ each bracket vanishes separately, so equilibrium is stationary. To see whether another stationary state exists, write $p_i=h_ip_i^{\rm eq}$. Detailed balance turns the first term into $h_jp_j^{\rm eq}w_{ji}=h_jp_i^{\rm eq}w_{ij}$, and a stationary state must satisfy

$$
0=p_i^{\rm eq}\sum_{j\neq i}w_{ij}\,(h_j-h_i).
$$

Choose the site $i$ with the largest $h_i$ in a finite network. No term in the sum is then positive, so every term must be zero, and each site that can be reached from $i$ has the same $h$. Repeating the argument from those sites covers the connected network. Hence $h$ is constant, and normalization makes it 1. Thermal equilibrium is the only stationary state, whatever the positions and energies of the sites.

### (b) The two rates

The thermal energy at 300 K is $k_BT=25.85$ meV, so the step is

$$
\Delta=E_2-E_1=3\times25.85\ \mathrm{meV}=77.6\ \mathrm{meV}.
$$

Both directions share the tunnelling factor

$$
e^{-2\gamma r}=e^{-2\times5\times1}=e^{-10}=4.54\times10^{-5}.
$$

The backward hop goes downhill, so the minimum equals 1:

$$
w_b=10^{12}\ \mathrm{s^{-1}}\times4.54\times10^{-5}=4.54\times10^{7}\ \mathrm{s^{-1}}.
$$

The forward hop goes uphill and carries the factor $e^{-3}=0.0498$:

$$
w_f=4.54\times10^{7}\ \mathrm{s^{-1}}\times0.0498=2.26\times10^{6}\ \mathrm{s^{-1}}.
$$

Their ratio is $w_f/w_b=e^{-3}$, or one to about 20. The mean waiting times are the inverse rates: $1/w_f=442$ ns on the lower site and $1/w_b=22$ ns on the upper one.

Two limits show how the step acts. As $\Delta\to0$ both rates tend to $\nu_0e^{-2\gamma r}$. As $\Delta$ grows, the uphill rate falls exponentially while the downhill rate stays fixed. In this model a larger energy release does not speed up a downhill hop.

The temperature dependence requires care about what is held fixed. If the step remains $3k_BT$, the thermal factor remains $e^{-3}$. A given pair of sites instead has a fixed step in meV. With $\Delta=77.6$ meV and $\nu_0$ held fixed, the exponent is $3\times300/250=3.6$ at 250 K, and $w_f=1.24\times10^6\ \mathrm{s^{-1}}$. At 350 K the exponent is $3\times300/350=2.57$, and $w_f=3.47\times10^6\ \mathrm{s^{-1}}$. The backward rate does not change.

### (c) Filling of the upper site

Let $p$ be the probability of finding the carrier on site 2. Site 1 then has probability $1-p$, and

$$
\frac{dp}{dt}=w_f(1-p)-w_bp=w_f-(w_f+w_b)\,p.
$$

Setting the derivative to zero gives the equilibrium value

$$
p^{\rm eq}=\frac{w_f}{w_f+w_b}=\frac{e^{-3}}{1+e^{-3}}=0.047.
$$

The difference from equilibrium obeys $d(p-p^{\rm eq})/dt=-(w_f+w_b)(p-p^{\rm eq})$. With $p(0)=0$ the solution is

$$
p(t)=p^{\rm eq}\left(1-e^{-t/\tau}\right),\qquad
\tau=\frac{1}{w_f+w_b}=\frac{1}{(0.226+4.54)\times10^{7}\ \mathrm{s^{-1}}}=21\ \mathrm{ns}.
$$

This time is much shorter than the mean wait of 442 ns before an uphill hop. There is no contradiction, since equilibrium requires a population of only 0.047 on the upper site. The initial slope is $w_f$, and at that slope the equilibrium value would be reached after $p^{\rm eq}/w_f=0.047\times442\ \mathrm{ns}=21$ ns.

Equilibrium is not the absence of hops. The upward flux is $(1-p^{\rm eq})w_f=0.953\times2.26\times10^6\ \mathrm{s^{-1}}=2.15\times10^6\ \mathrm{s^{-1}}$. The downward flux is $p^{\rm eq}w_b=0.0474\times4.54\times10^7\ \mathrm{s^{-1}}=2.15\times10^6\ \mathrm{s^{-1}}$. The two cancel.

### (d) What depends on the model

**One phonon.** Suppose that a single vibration quantum of energy $\Delta$ is exchanged. Put $x=\Delta/k_BT>0$. The mean number of quanta in the mode is $n=1/(e^x-1)$. Multiplying numerator and denominator by $e^{-x}$, and then adding 1, gives

$$
n=\frac{e^{-x}}{1-e^{-x}},\qquad
n+1=\frac{1}{1-e^{-x}},\qquad
\frac{n}{n+1}=e^{-x}.
$$

The uphill rate is proportional to $n$ and the downhill rate to $n+1$, so their ratio is again the Boltzmann factor. The simple rates replace $n$ by $e^{-x}$ and $n+1$ by 1, which is justified for $x\gg1$. At $x=3$ the omitted factor is $1/(1-e^{-3})=1.052$, so at equal coupling strength both one-phonon rates are 5.2% above the simple ones. For small $x$ the omitted factor grows as $1/x$, and the dependence of the coupling on the phonon energy can then no longer be left out.

The required quantum has the frequency $\Delta/h=18.8$ THz. The lattice vibrations of soft molecular solids reach only a few THz, as a rough figure. In such a solid the energy must come from several lattice quanta or from vibrations inside the molecules, and $\nu_0$ is an effective parameter. The ratio survives this change. If two quanta with $x_1+x_2=x$ are absorbed on the way up and emitted on the way down, the rates have the ratio

$$
\frac{n_1}{n_1+1}\,\frac{n_2}{n_2+1}=e^{-x_1}e^{-x_2}=e^{-x}.
$$

**Polarons.** A carrier may also distort its surroundings. Describe the distortion by a coordinate $q$, with energy $\lambda q^2$ when the carrier is on site 1 and $\lambda(q-1)^2+\Delta$ when it is on site 2. The reorganization energy $\lambda$ is the cost of having the distortion of the wrong site. In the classical picture the carrier transfers where the two energies are equal:

$$
\lambda q^2=\lambda q^2-2\lambda q+\lambda+\Delta
\quad\Longrightarrow\quad
q=\frac{\lambda+\Delta}{2\lambda}.
$$

The barrier seen from site 1 is $\lambda q^2$. The barrier seen from site 2, whose minimum lies at $\Delta$, is $\lambda(q-1)^2$:

$$
B_f=\frac{(\lambda+\Delta)^2}{4\lambda},\qquad
B_b=\frac{(\lambda-\Delta)^2}{4\lambda},\qquad
B_f-B_b=\frac{4\lambda\Delta}{4\lambda}=\Delta.
$$

With equal prefactors in the two directions, the ratio of the rates is once more $e^{-\Delta/k_BT}$. For $\lambda=0.20$ eV the barriers are $B_f=96.3$ meV and $B_b=18.7$ meV. The Miller-Abrahams barriers are 77.6 meV and zero, so each barrier is higher by 18.7 meV. If the prefactor is kept at $\nu_0e^{-2\gamma r}$, both rates are multiplied by $e^{-18.7/25.85}=0.48$. A full polaron theory also has its own prefactor, which this comparison leaves out. The factor depends strongly on $\lambda$: it is 0.95 for $\lambda=0.10$ eV and 0.20 for $\lambda=0.30$ eV. The classical picture also requires vibration quanta small compared with $k_BT$. Stiff vibrations inside the molecules do not meet this condition at 300 K; they change the size of both rates but not their ratio.

**Comparison with real layers.** The chosen $\nu_0$, $r$ and $\gamma$ are roughly typical of values used to model disordered organic semiconductors. Site energies there spread by something like 0.1 eV, so a step of 78 meV is ordinary. The assumption of one fixed hop length is broken in any such layer. A hop longer by 0.1 nm, with everything else fixed, has both rates multiplied by $e^{-2\times5\times0.1}=e^{-1}=0.37$. That exceeds the one-phonon correction and is of the same order as the polaron factor above. Which of the two is stronger depends on $\lambda$ and on the powers of $\gamma r$ left out of the rate. The absolute rates are therefore order-of-magnitude estimates, whereas the ratio $e^{-3}$ is common to all the mechanisms considered here, provided the two sites have the same degeneracy and the same vibrational stiffness. Otherwise $\Delta$ must be read as a free-energy difference: parabolas $\lambda_1q^2$ and $\lambda_2(q-1)^2+\Delta$ have partition functions proportional to $\lambda_1^{-1/2}$ and $\lambda_2^{-1/2}e^{-\Delta/k_BT}$, which gives the ratio $\sqrt{\lambda_1/\lambda_2}\,e^{-\Delta/k_BT}$.

## Variation 1: an electric field along the hop

A field $F=0.5$ MV/cm points from site 1 to site 2, and the carrier has charge $+e$. This is the mean field of 5 V across 100 nm. What are the rates now, and does detailed balance still hold?

**Solution.** Moving a distance $a=1$ nm along the field lowers the electrostatic energy by

$$
eFa=e\times(5\times10^{7}\ \mathrm{V/m})\times(10^{-9}\ \mathrm{m})=50\ \mathrm{meV}.
$$

The step becomes $\Delta-eFa=77.6-50.0=27.6$ meV. It is still uphill, so

$$
w_f=4.54\times10^7\ \mathrm{s^{-1}}\times e^{-27.6/25.85}=1.56\times10^7\ \mathrm{s^{-1}},
\qquad w_b=4.54\times10^7\ \mathrm{s^{-1}}.
$$

The forward rate has grown by $e^{50/25.85}=6.9$, and the backward rate is unchanged because that hop is still downhill. The step vanishes at $F=\Delta/(ea)=0.78$ MV/cm. Above this field the forward rate stays at its maximum and the backward rate falls.

Detailed balance holds for the two sites, and for any open chain, with the electrostatic energy included in $E_i$. The prefactor is still equal in both directions, and beyond that the proof in (a) needs only that each site has one definite energy. In the stationary state the populations follow the Boltzmann distribution for these total energies, and no steady current flows.

A ring with a uniform drive is different. Take three sites with energies 0, 77.6 and 30 meV, neighbours 1 nm apart, and a gain of 50 meV at every forward hop, including the hop from the third site back to the first. This represents a repeating chain that carries current. For each bond the ratio of forward to backward rate is $e^{-(E_j-E_i-eFa)/k_BT}$. In the product around the ring the site energies cancel:

$$
\frac{w_{12}w_{23}w_{31}}{w_{21}w_{32}w_{13}}=e^{3eFa/k_BT}=e^{150/25.85}=331.
$$

In a stationary state all three bonds carry the same net current $J$. If $J\le0$, then $p_1w_{12}\le p_2w_{21}$, and likewise for the other two bonds. Multiplying the three inequalities and cancelling $p_1p_2p_3$ would make the ratio above at most 1, which is false. So $J>0$, and detailed balance fails. Solving the three stationarity equations numerically gives $J=5.5\times10^6$ passages per second for one carrier on the ring.

## Variation 2: sites that may be occupied

Now let many carriers be present on nondegenerate sites, with at most one on each site and no other interaction. Does detailed balance hold with Fermi-Dirac occupations, and does blocking matter for the pair in (b)?

**Solution.** A hop from $i$ to $j$ needs a carrier on $i$ and none on $j$. In equilibrium at chemical potential $\mu$, the weight of a configuration is a product of one factor per site: 1 for an empty site and $e^{-(E_i-\mu)/k_BT}$ for an occupied one. The sites are therefore statistically independent, and the mean occupation $f_i$ satisfies

$$
f_i=\frac{1}{e^{(E_i-\mu)/k_BT}+1},\qquad
f_i=(1-f_i)\,e^{-(E_i-\mu)/k_BT}.
$$

The flux from $i$ to $j$ is then

$$
f_i(1-f_j)w_{ij}=(1-f_i)(1-f_j)\,e^{\mu/k_BT}\,e^{-E_i/k_BT}\,w_{ij}.
$$

By part (a), $e^{-E_i/k_BT}w_{ij}$ is symmetric in $i$ and $j$, and so are the other factors. The flux equals $f_j(1-f_i)w_{ji}$, and detailed balance holds at any filling.

If $\mu$ lies 0.20 eV below the lower site, that site has $f_1=4.4\times10^{-4}$. Blocking lowers the mean downhill rate by this fraction, and the uphill rate by the still smaller fraction $f_2$.

Coulomb repulsion, left out so far, can matter more. As an example, take one site per cubic nanometre and let nearly all sites have the energy of the lower site, so that the mean filling is about $f_1$. The volume per carrier is then a cube of edge $f_1^{-1/3}$ nm $=13.2$ nm, which we take as a typical distance between carriers. Let one such neighbour stand still, in line with the hop and beyond site 2. With relative permittivity $\epsilon_r=3$ the uphill step rises, in Gaussian units, by

$$
\frac{e^2}{\epsilon_r}\left(\frac{1}{12.2\ \mathrm{nm}}-\frac{1}{13.2\ \mathrm{nm}}\right)=3.0\ \mathrm{meV}.
$$

The forward rate is multiplied by $e^{-3.0/25.85}=0.89$, and the backward rate is unchanged. This is one chosen geometry. A neighbour behind site 1 lowers the step instead, and for randomly placed carriers the nearest one lies at about 7 nm, so shifts of either sign and of several meV occur. The repulsion energy at 13.2 nm is 36 meV, or $1.4\,k_BT$, so at this density the carriers avoid and screen one another, and the independent-site occupation used above is only approximate. For this fixed neighbour, detailed balance continues to hold with the shifted site energies. In a layer whose site energies spread by 0.1 eV, the mean filling can differ from $f_1$ by orders of magnitude, and the carrier spacing and the energy shift change with it.
